# The averaged coupled-pair functional and its relation to CI, AQCC and CEPA(0), part 2

The functional $F_g$ estimates the correlation energy of $N$ electrons from a normalized reference $\Psi_0$ of energy $E_0$ and an orthogonal external function $\Psi_e$ of free norm:

$$F_g[\Psi_e]=\frac{\langle\Psi_0+\Psi_e|H-E_0|\Psi_0+\Psi_e\rangle}{1+g\,\langle\Psi_e|\Psi_e\rangle},\qquad 0\le g\le 1. \tag{2}$$

Its minimum $E$ is measured from $E_0$. Functions are real, energies are in hartree, and "exact" means full CI in the given basis. $\Psi_e$ has amplitudes $C$ and coupling $V$ to the reference. $M$ is the external block of $H-E_0$, with eigenvalues $t_k$ and squared couplings $w_k$. Stationarity gives $E=V^TC$ and

$$V+MC=gE\,C. \tag{15}$$

$$E=-\sum_k\frac{w_k}{t_k-gE}. \tag{18}$$

The cancelled part of the shift, $(1-g)E$, estimates the effect of missing higher excitations. CI has $g=1$. CEPA(0) has $g=0$:

$$MC=-V,\qquad E=-V^TM^{-1}V=-\sum_k\frac{w_k}{t_k}. \tag{26}$$

Now take $n=N/2$ noninteracting pairs. One pair has Hamiltonian $h$, reference $\phi_0$ of energy $e_0$, $\bar h=h-e_0$, and function $\phi_0+\chi$ with $\langle\phi_0|\chi\rangle=0$, $s=\langle\chi|\chi\rangle$ and $a=2\langle\phi_0|\bar h|\chi\rangle+\langle\chi|\bar h|\chi\rangle$. If the externals excite one pair at a time,

$$F_g=\frac{\sum_ia_i}{1+g\sum_is_i}. \tag{19}$$

For identical pairs, let $\varepsilon(\gamma)$ be the minimum of $a/(1+\gamma s)$; $\varepsilon(1)=\varepsilon$ is exact. Then

$$E_n(g)=n\,\varepsilon(ng). \tag{23}$$

$$E_n(2/N)=n\,\varepsilon(1)=n\,\varepsilon. \tag{24}$$

Expand $\chi=\sum_\mu c_\mu|\mu\rangle$, with $v_\mu=\langle\mu|\bar h|\phi_0\rangle$ and $m_{\mu\nu}=\langle\mu|\bar h|\nu\rangle$. The exact amplitudes, with $E=n\varepsilon$, obey

$$v_\mu+\sum_\nu m_{\mu\nu}c_\nu+(n-1)\varepsilon\,c_\mu=E\,c_\mu. \tag{11}$$

The third term is the feedback from functions with two pairs excited. The full space of single and double excitations also contains products $\sigma_i\tau_j$ of single excitations in two pairs. They couple to $\chi_i$, in which only pair $i$ is excited, through

$$\langle\sigma_i\tau_j|\bar h_i+\bar h_j|\chi_i\rangle=\langle\sigma|\bar h|\chi\rangle\langle\tau|\phi_0\rangle+\langle\sigma|\chi\rangle\langle\tau|\bar h|\phi_0\rangle. \tag{25}$$

The last term vanishes under Brillouin's theorem: single excitations do not couple to the reference.

One H$_2$ at 1.4 bohr (RHF/6-31G) has $s=0.014655$ and $a=-0.025302$ hartree. The list of methods continues with the averaged coupled-pair functional (ACPF).

**ACPF** has $g=2/N$. It retains the average energy of one among $N/2$ pairs.

**AQCC**, the averaged quadratic coupled-cluster method, counts pairs differently. Any two of the $N$ electrons form a pair, so there are $N(N-1)/2$ pairs, and each is taken to contribute equally to $E$. When one pair has been excited, a second can be excited independently if it shares no electron with the first. There are $(N-2)(N-3)/2$ such disjoint pairs. The cancelled fraction is their share of all pairs, and the retained one is

$$g_{\rm AQCC}=1-\frac{(N-2)(N-3)}{N(N-1)}=\frac{4N-6}{N(N-1)}. \tag{27}$$

The second form follows from $N(N-1)-(N^2-5N+6)=4N-6$. The equal contribution of all pairs is an assumption of the method, not a result. For separated electron pairs it does not hold: $n$ of the $N(N-1)/2$ pairs carry the whole correlation energy.

### Order of the energies

The dependence of $E$ on $g$ follows from the functional. At the minimum a change of the amplitudes has no first-order effect, so only the explicit $g$ in the denominator counts. With $A$ the numerator and $S=C^TC$ the external norm,

$$\frac{dE}{dg}=-\frac{A\,S}{(1+gS)^2}=-\frac{E\,S}{1+gS}>0. \tag{28}$$

The second step uses $A=E(1+gS)$. The sign follows from $E<0$. A larger $g$ gives a higher, less negative energy.

The factors themselves are ordered by

$$g_{\rm AQCC}-\frac2N=\frac{4N-6-2(N-1)}{N(N-1)}=\frac{2(N-2)}{N(N-1)},\qquad 1-g_{\rm AQCC}=\frac{(N-2)(N-3)}{N(N-1)}. \tag{29}$$

Both differences are positive for $N\ge4$. In the same external space, and with $M$ positive definite,

$$E_{\rm CEPA(0)}<E_{\rm ACPF}<E_{\rm AQCC}<E_{\rm CI}\qquad(N\ge4). \tag{30}$$

For $N=2$ the factors of ACPF, AQCC and CI are all one, and the three methods coincide. CI is an upper bound to the exact energy, because its $E$ is a true expectation value. For $g<1$ the denominator is not the norm, and this guarantee is lost.

### Growth with the number of pairs

Equation (23) turns the behaviour with system size into a question about $\gamma=ng$. A method gives a correlation energy proportional to $n$ if $\gamma$ does not depend on $n$.

For CEPA(0), $\gamma=0$, and the energy per pair is $\varepsilon(0)$ for every $n$. It is proportional to $n$ but not exact. For ACPF, $\gamma=1$. For AQCC,

$$\gamma=\frac N2\,\frac{4N-6}{N(N-1)}=\frac{2N-3}{N-1}=2-\frac1{N-1}. \tag{31}$$

It rises from 1 for one pair towards 2 for many. The energy per pair therefore moves from $\varepsilon(1)$ to the limit $\varepsilon(2)$. The total becomes proportional to $n$ for large $n$, with a constant that lies above the exact one.

For CI, $\gamma=n$ grows without limit. The one-pair form of Eq. (18) is $\varepsilon(\gamma)=-\sum_kw_k/(t_k-\gamma\varepsilon)$, where now $t_k$ and $w_k$ belong to one pair and $\sum_kw_k=|v|^2$. Suppose that $\gamma|\varepsilon|$ is much larger than all $t_k$. Then

$$\varepsilon\simeq\frac{|v|^2}{\gamma\varepsilon}\quad\Longrightarrow\quad\varepsilon\simeq-\frac{|v|}{\sqrt\gamma},\qquad E_{\rm CI}\simeq-\sqrt n\,|v|. \tag{32}$$

The supposition is consistent, since $\gamma|\varepsilon|\simeq\sqrt\gamma\,|v|$ grows with $\gamma$. The CI correlation energy of many pairs grows as the square root of their number, and the energy per pair tends to zero.

### Hydrogen molecules

The example consists of $n$ hydrogen molecules with a bond of 1.4 bohr, 2000 bohr apart, in the 6-31G basis with an RHF reference and all single and double excitations. One molecule has $\varepsilon=-0.024936$ hartree. For $n=3$ there are $N=6$ electrons, and the exact correlation energy is $3\varepsilon=-0.07481$ hartree. The factors are $2/6=0.3333$ for ACPF and $1-(4\cdot3)/(6\cdot5)=0.6$ for AQCC. The minima are:

| Method | $g$ | $E$ / hartree | Error / hartree |
|---|---|---|---|
| CI | 1 | −0.07277 | +0.00204 |
| AQCC | 0.6 | −0.07397 | +0.00084 |
| ACPF | 0.3333 | −0.07481 | 0.00000 |
| CEPA(0) | 0 | −0.07592 | −0.00112 |

Errors are relative to full CI in the same basis. In other units they are $+5.347$ kJ/mol for CI, $+2.215$ for AQCC and $-2.929$ for CEPA(0). The order is that of Eq. (30). These numbers belong to the small 6-31G basis and are not converged properties of H$_2$. In cc-pVDZ and cc-pVTZ, $\varepsilon$ is $-0.0347$ and $-0.0394$ hartree, $s$ is $0.0172$ and $0.0182$, and $|v|$ is $0.296$ and $0.365$ hartree. In cc-pVTZ, Eq. (23) gives errors for $n=3$ of $+10.3$, $+4.3$ and $-5.8$ kJ/mol, and CI recovers about 55% of the correlation energy for $n=100$. The order of the methods is the same in all three bases.

The slope formula accounts for the spacing. The ACPF external norm is $S=3s=0.043965$, and Eq. (28) gives

$$\frac{dE}{dg}=\frac{0.074809\times0.043965}{1+0.043965/3}=0.00324\ \text{hartree}. \tag{33}$$

From ACPF to AQCC the factor rises by $0.2667$, so the linear estimate of the AQCC error is $0.2667\times0.00324=0.00086$ hartree. The computed error is $0.00084$ hartree. The small external norm makes the dependence on $g$ weak for this system.

Larger numbers of molecules follow from the one-pair data through Eq. (23). The energies per pair, in hartree, are:

| Method | $n=10$ | $n=100$ |
|---|---|---|
| CI | −0.02237 | −0.01416 |
| AQCC | −0.02460 | −0.02459 |
| ACPF | −0.02494 | −0.02494 |
| CEPA(0) | −0.02531 | −0.02531 |

For 100 molecules CI recovers $0.01416/0.02494=57\%$ of the correlation energy. The AQCC value hardly changes between the columns, because $\gamma$ goes from 1.947 to 1.995. The square-root law of Eq. (32) is not yet reached at $n=100$: with $|v|=0.2234$ hartree it would give $-0.0223$ hartree per pair. At $n=10^8$ the ratio of the CI energy to $-\sqrt n\,|v|$ is 0.9995.

### Unlike pairs

The proof of exactness used the same minimum for every pair. Consider two different pairs with exact energies $\varepsilon_1,\varepsilon_2$ and norms $d_i=1+s_i$. Here $N=4$ and $g=1/2$. Inserting the exact pair functions, for which $a_i=\varepsilon_id_i$, in Eq. (19) gives

$$F_{1/2}=\frac{\varepsilon_1d_1+\varepsilon_2d_2}{1+\tfrac12(s_1+s_2)}=\frac{2(\varepsilon_1d_1+\varepsilon_2d_2)}{d_1+d_2}. \tag{34}$$

Subtract the exact sum and bring everything over the common denominator:

$$F_{1/2}-(\varepsilon_1+\varepsilon_2)=\frac{(d_1-d_2)(\varepsilon_1-\varepsilon_2)}{d_1+d_2}. \tag{35}$$

If the pair with the larger external norm also has the more negative energy, the right side is negative. The minimum of $F_{1/2}$ is at least as low as this trial value, and ACPF then lies below the exact energy.

An extreme case is a second pair without any correlation, $a_2=s_2=0$. Equation (19) gives $a_1/(1+s_1/2)$, with the minimum $\varepsilon_1(\tfrac12)<\varepsilon_1(1)$. A distant spectator changes the energy of the first pair, because its electrons are counted in $N$. ACPF is therefore not size-consistent in general.

For one H$_2$ at 1.4 bohr and one at 2.8 bohr, the exact sum is $-0.08056$ hartree. ACPF gives $-0.08190$ hartree, too low by 0.00134 hartree, or 1.7% of the exact correlation energy. These are 6-31G values. In cc-pVTZ the error has the same sign and is 0.00079 hartree, or 0.8%.

CEPA(0) is additive if the externals excite one pair at a time, or if the reference obeys Brillouin's theorem. With $g=0$, Eq. (19) is $\sum_ia_i$, and each pair is minimized separately. The dimer and the sum of the separate molecules both give $-0.08745$ hartree. This is nevertheless 0.00689 hartree below the exact value, a larger error than that of ACPF. Additivity and accuracy are separate properties.

### Single excitations that couple to the reference

If Brillouin's theorem does not hold, the last term of Eq. (25) survives. The functions $\sigma_i\tau_j$ then supply part of the feedback $(n-1)\varepsilon c_\mu$ of Eq. (11) explicitly: for a singly excited $\mu$, they supply the terms of $\varepsilon=\sum_\nu v_\nu c_\nu$ in which $\nu$ is also a single excitation. The factor $g=2/N$ already accounts for the whole feedback, so this part is counted twice. Take a two-pair model in which each pair has a single excitation at 0.6 hartree and a double excitation at 1.2 hartree, the double coupled to the reference by 0.2 hartree and to the single by 0.15 hartree. With a coupling of 0.2 hartree between the reference and the single excitation, the ACPF energy is 0.0089 hartree below the exact one. Double counting is the main part of this error. With the exact amplitudes inserted, the functional lies 0.0080 hartree too low, of which 0.0070 comes from the equations for the single excitations and 0.0010 from the equation for their product, which the exact amplitudes do not satisfy either. Without that coupling, or without the product of the two single excitations in the space, the error vanishes.

### Several reference configurations

In the multireference form, the wavefunction has a third part $\Psi_a$, which lies in the space of the reference configurations and is orthogonal to $\Psi_0$. The missing higher excitations affect the external functions, so only their norm is scaled:

$$F=\frac{\langle\Psi|H-E_0|\Psi\rangle}{1+\langle\Psi_a|\Psi_a\rangle+g\langle\Psi_e|\Psi_e\rangle},\qquad\Psi=\Psi_0+\Psi_a+\Psi_e. \tag{36}$$

If $\Psi_a=0$, $\Psi_0$ is a product of multiconfigurational pair functions, and the externals excite one pair at a time, the proof of Eq. (23) applies unchanged, since it did not use the form of $\phi_0$, and $g=2/N$ gives $n\,\varepsilon(1)$. Here $\varepsilon(1)$ is the one-pair minimum over $\phi_0$ and the external pair functions only. It equals the exact pair energy if the exact pair function has no component along the reference-space functions orthogonal to $\phi_0$, and otherwise lies above it.

A reference that relaxes is different. Take pairs with three states: $\phi_0$, a second reference-space state $\alpha$ at energy $\Delta$ above it, and one external state $x$. Let $\langle\phi_0|h|\alpha\rangle=0$ and $\langle\alpha|h|x\rangle=k$. The exact pair equation for $\alpha$ is

$$k\,c_x+\Delta\,c_\alpha=\varepsilon\,c_\alpha. \tag{37}$$

For two pairs, let the CI space contain everything except the function with both pairs in $x$. In the exact equation for the function with one pair in $\alpha$ and the other in $x$, the missing function contributes $k\,c_x^2$. The functional replaces this by $(1-g)E\,c_\alpha c_x$, which for $g=1/2$ and $E=2\varepsilon$ equals $\varepsilon\,c_\alpha c_x$. By Eq. (37),

$$k\,c_x^2-\varepsilon\,c_\alpha c_x=-\Delta\,c_\alpha c_x. \tag{38}$$

The exact amplitudes fail to satisfy the ACPF equations unless $\Delta$, $c_\alpha$ or $c_x$ is zero. For $\Delta=k=0.3$ hartree, with $x$ at 1.0 hartree above $\phi_0$ and coupled to it by 0.3 hartree, the resulting energy is 0.0025 hartree above the exact one. With $k=0$ the state $\alpha$ is not admixed, and exactness returns.

### Low-lying external states

The results above assumed that $M$ has positive eigenvalues. A single external state with eigenvalue $t$ and squared coupling $w$ shows what happens otherwise. Equation (18) becomes $gE^2-tE-w=0$, with the lower root

$$E=\frac{t-\sqrt{t^2+4gw}}{2g}. \tag{39}$$

For small $g$ the square root is $|t|+2gw/|t|$. If $t>0$, the leading terms cancel and $E\to-w/t$, the CEPA(0) value. If $t<0$, they add and $E\to t/g$, which tends to $-\infty$. The functional has no lower bound at $g=0$. The linear equation (26) still has a finite solution, but its energy $-w/t$ is positive, and it is the maximum of the functional.

At $t=0$ the root is $E=-\sqrt{w/g}$. It is finite for $g>0$ and deeper for smaller $g$. ACPF is therefore more sensitive to a low external state than AQCC. This is an overestimation when the low state belongs to one pair and the other electrons are spectators: for $N=10$ and $t=0$, ACPF gives 2.24 times the exact energy and AQCC 1.63 times. If each of $n$ identical pairs has its own such state and the externals excite one pair at a time, Eq. (24) holds, ACPF is exact, and AQCC recovers 73% for $N=10$ and $t=0$. For large $N$ their factors are close to $2/N$ and $4/N$, and the two values of $|E|$ at $t=0$ differ by a factor of $\sqrt2$. Moving such a state into the reference space gives its norm the factor one in Eq. (36), which removes the overestimation in the model with a single low state.

## Computed results

```
H2 bond 1.4 bohr, spacing 2000 bohr, RHF/6-31G
RHF total energy of one H2: -1.126743 hartree
full CI pair correlation energy eps: -0.024936 hartree
pair external norm s: 0.014655
pair numerator a = eps(1+s): -0.025302 hartree
pair coupling norm |v|: 0.223386 hartree
Correlation energies, hartree (g in brackets)
n=1: exact -0.024936
  CI [1.0000] -0.024936
  AQCC [1.0000] -0.024936
  ACPF [1.0000] -0.024936
  CEPA(0) [0.0000] -0.025308
n=2: exact -0.049873
  CI [1.0000] -0.049174
  AQCC [0.8333] -0.049402
  ACPF [0.5000] -0.049873
  CEPA(0) [0.0000] -0.050616
n=3: exact -0.074809
  CI [1.0000] -0.072772
  AQCC [0.6000] -0.073965
  ACPF [0.3333] -0.074809
  CEPA(0) [0.0000] -0.075924
Errors for n=3 against exact
  CI: +0.002037 hartree = +5.347 kJ/mol
  AQCC: +0.000844 hartree = +2.215 kJ/mol
  ACPF: -0.000000 hartree = -0.000 kJ/mol
  CEPA(0): -0.001115 hartree = -2.929 kJ/mol
Energy per pair from one-pair data, hartree
  n=10 CI: gamma 10.0000, -0.022368
  n=10 AQCC: gamma 1.9474, -0.024605
  n=10 ACPF: gamma 1.0000, -0.024936
  n=10 CEPA(0): gamma 0.0000, -0.025308
  n=100 CI: gamma 100.0000, -0.014163
  n=100 AQCC: gamma 1.9950, -0.024589
  n=100 ACPF: gamma 1.0000, -0.024936
  n=100 CEPA(0): gamma 0.0000, -0.025308
n=3 ACPF external norm: 0.043965
n=3 dE/dg at g=1/3: 0.003242 hartree
CI energy / (-sqrt(n)|v|) at n=1e8: 0.99949
Unlike pair, bond 2.8 bohr: exact -0.055624 hartree
mixed dimer exact sum: -0.080561 hartree
mixed dimer ACPF: -0.081896 hartree
mixed dimer CEPA(0): -0.087447 hartree
sum of separate CEPA(0): -0.087447 hartree
model error, singles coupling 0.2: -0.008924 hartree
model error, relaxing reference: +0.002537 hartree
```
